Radial moments of hydrogenic atoms and the discrete Chebyshev polynomials, part 1

(Sections cited here and not found follow in the second part.)

## 1. States with no node and with one node

An electron bound to a point charge Z with principal quantum number n and l = n−1 has a radial function without nodes, R ∝ ρ^l e^(−ρ/2), where ρ = 2Zr/(na) and a is the Bohr radius. The mean of r^k is the integral of R² r^(k+2) divided by the integral of R² r². Both are gamma integrals, ∫₀^∞ ρ^(b−1) e^(−ρ) dρ = Γ(b), so

⟨r^k⟩ = (na/2Z)^k Γ(2l+3+k)/Γ(2l+3).   (1)

Put s = k+1 and use 2l+2 = 2n. Then Γ(2l+3+k) = Γ(2n+s) and Γ(2l+3) = 2n Γ(2n), and (1) reads

⟨r^(s−1)⟩ = (1/2n)(na/2Z)^(s−1) T_s,   T_s = Γ(2n+s)/Γ(2n).   (2)

Three neighbouring T obey a linear relation. Since T_s = (2n+s−1) T_(s−1) and T_(s+1) = (2n+s)(2n+s−1) T_(s−1),

(s+1)T_(s+1) − 2n(2s+1)T_s + s[(2n−1)² − s²]T_(s−1)
 = (2n+s−1) T_(s−1) [(s+1)(2n+s) − 2n(2s+1) + s(2n−1−s)],

where (2n−1)² − s² = (2n−1−s)(2n−1+s) supplied the common factor. The bracket expands to 2ns + s² + 2n + s − 4ns − 2n + 2ns − s − s² = 0. With 2n−1 = 2l+1 this is the Kramers recursion for nodeless states.

One node adds one term. Write α = 2l+1. For n = l+2 the radial function is ρ^l e^(−ρ/2)(α+1−ρ), as Section 2 confirms, and the integral needed is J = ∫ρ^(α+s) e^(−ρ)(α+1−ρ)² dρ. Expanding the square, using Γ(b+1) = bΓ(b) twice and writing β = α+1,

J = Γ(α+s+1)[β² − 2β(β+s) + (β+s)(β+s+1)].

The first two terms and (β+s)² combine to (β−β−s)² = s², and β+s is left over, so

J = Γ(α+s+1)(α+1)[1 + s(s+1)/(α+1)].   (3)

The nodeless gamma function is multiplied by a finite sum with one term more than the number of nodes. The sum depends on s only through s(s+1) and is therefore unchanged by s → −s−1. Both features hold for every number of nodes.

## 2. Conventions and radial functions

The Hamiltonian is the non-relativistic Coulomb one with a point nucleus of infinite mass. Atomic units are used, and a = 1 bohr is kept visible in the final formulas. A finite nuclear mass is included by replacing a with a·(electron mass)/(reduced mass) in the formulas for the moments and multiplying the hydrogenic energies by (reduced mass)/(electron mass). The rising factorial is (c)_j = c(c+1)…(c+j−1), (c)_0 = 1. The binomial C(x,j) = x(x−1)…(x−j+1)/j! is a polynomial in x and is used for any real x. Throughout,

m = n−l−1,   α = 2l+1,   s = k+1,   so that   α+m = n+l,   2m+α+1 = 2n.

For u = rR the radial equation is u″ − l(l+1)u/r² + 2Zu/r + 2Eu = 0. Write E = −Z²/(2n²), with n for the moment any positive number, and ρ = 2Zr/n. Dividing by (2Z/n)² turns 2Z/r into n/ρ and 2E into −1/4:

d²u/dρ² − l(l+1)u/ρ² + nu/ρ − u/4 = 0.

Substituting u = ρ^(l+1) e^(−ρ/2) y gives

d²u/dρ² = ρ^(l+1) e^(−ρ/2) { y″ + [2(l+1)/ρ − 1] y′ + [l(l+1)/ρ² − (l+1)/ρ + 1/4] y }.

The terms in 1/ρ² and the constants 1/4 cancel, and multiplying by ρ leaves ρy″ + (α+1−ρ)y′ + my = 0. A power series y = Σ b_j ρ^j must satisfy (j+1)(j+α+1) b_(j+1) = (j−m) b_j. If the series does not end, b_(j+1)/b_j → 1/j, y grows like e^ρ and u cannot be normalised. Hence m is a non-negative integer. The polynomial solution is taken as

L_m^α(ρ) = Σ_(j=0..m) (−1)^j C(m+α, m−j) ρ^j / j!,   (4)

whose coefficients have the ratio −(m−j)/[(α+j+1)(j+1)], as required. For m = 1, (4) gives α+1−ρ. A numerical routine follows convention (4) if its degree is m and its value at zero is C(m+α, m).

With R ∝ ρ^l e^(−ρ/2) L_m^α(ρ), the integrand R² r^(k+2) carries ρ^(2l+2+k) = ρ^(α+s). Define

J_m(s) = ∫₀^∞ ρ^(α+s) e^(−ρ) [L_m^α(ρ)]² dρ.

Then

⟨r^k⟩ = (na/2Z)^k J_m(s)/J_m(1).   (5)

Because L_m^α(0) ≠ 0, the integral converges at the origin if and only if α+s+1 > 0, that is k > −2l−3. No formula below gives a moment outside this range, even where the algebraic expressions remain finite.

## 3. Generating function of the integrals

The binomial series (1−t)^(−c) = Σ_q (c)_q t^q/q! is used repeatedly. Expanding the exponential first,

(1−t)^(−α−1) exp[−ρt/(1−t)] = Σ_j [(−ρ)^j/j!] t^j (1−t)^(−α−1−j).

The coefficient of t^m is Σ_j [(−ρ)^j/j!] (α+1+j)_(m−j)/(m−j)!. The product (α+1+j)_(m−j) runs from α+j+1 to α+m, so divided by (m−j)! it is C(m+α, m−j). The coefficient is (4):

Σ_m L_m^α(ρ) t^m = (1−t)^(−α−1) exp[−ρt/(1−t)].   (6)

Multiply (6) by its copy in a second variable u, multiply by ρ^(α+s) e^(−ρ) and integrate. Sum and integral may be exchanged for small t and u. By (4), |L_m^α(ρ)| ≤ L_m^α(−ρ), and by (6) the sum of these bounds is (1−|t|)^(−α−1) exp[+ρ|t|/(1−|t|)]. The double series is then absolutely integrable when |t|/(1−|t|) + |u|/(1−|u|) < 1. The total exponent is −ρλ with

λ = 1 + t/(1−t) + u/(1−u) = [(1−t)(1−u) + t(1−u) + u(1−t)]/[(1−t)(1−u)] = (1−tu)/[(1−t)(1−u)],

because the numerator is 1 − t − u + tu + t − tu + u − tu. The integral is Γ(α+s+1) λ^(−α−s−1). The powers of (1−t) combine as −α−1 + (α+s+1) = s, and likewise for u:

Σ_(m,p) t^m u^p ∫ρ^(α+s) e^(−ρ) L_m^α L_p^α dρ = Γ(α+s+1)(1−t)^s (1−u)^s (1−tu)^(−α−s−1).   (7)

J_m is the coefficient of t^m u^m. The last factor of (7) depends only on w = tu. The product (1−t)^s(1−u)^s = Σ (−s)_i (−s)_(i′) t^i u^(i′)/(i! i′!) contributes equal powers of t and u only when i = i′. Therefore

Σ_m J_m w^m = Γ(α+s+1)(1−w)^(−α−s−1) Σ_i [(−s)_i/i!]² w^i.   (8)

The sum over i is 2F1(−s,−s;1;w), since (1)_i = i!. Reading off the coefficient of w^m and using Γ(b)(b)_q = Γ(b+q),

J_m(s) = Σ_(i=0..m) [(−s)_i/i!]² Γ(α+s+1+m−i)/(m−i)!.   (9)

Every term of (9) is non-negative for every real s in the range of convergence. That makes (9) useful for computation, but it hides the symmetry s → −s−1 seen in (3). A transformation of the 2F1 exposes it.

## 4. The terminating 3F2

Define

c_j(s) = (−s)_j (s+1)_j / (j!)².

The claim is Pfaff's transformation for this case,

Σ_i [(−s)_i/i!]² w^i = (1−w)^s Σ_j c_j(s) [−w/(1−w)]^j,   (10)

and it is proved by comparing coefficients of w^q, each of which is a finite sum. On the right, term j is c_j(−1)^j w^j (1−w)^(s−j), and the coefficient of w^(q−j) in (1−w)^(−(j−s)) is (j−s)_(q−j)/(q−j)!. Since (−s)_j (j−s)_(q−j) = (−s)_q, the coefficient of w^q is

(−s)_q Σ_j (−1)^j (s+1)_j/[(j!)² (q−j)!] = [(−s)_q/q!] Σ_j C(q, q−j) (−1)^j (s+1)_j/j!.

Now (−1)^j (s+1)_j/j! = C(−s−1, j). The remaining sum Σ_j C(q,q−j) C(−s−1,j) is the coefficient of z^q in (1+z)^q (1+z)^(−s−1) = (1+z)^(q−s−1); this is the Chu–Vandermonde identity. Its value is C(q−s−1, q) = (q−s−1)(q−s−2)…(−s)/q! = (−s)_q/q!. The coefficient is thus [(−s)_q/q!]², which is the left side of (10).

Inserting (10) in (8) removes s from the power of (1−w):

Σ_m J_m w^m = Γ(α+s+1)(1−w)^(−α−1) P_s((1+w)/(1−w)).   (11)

Here P_s(z) = Σ_j c_j(s)[(1−z)/2]^j = 2F1(−s, s+1; 1; (1−z)/2) is the Legendre function, and (1−z)/2 = −w/(1−w) for z = (1+w)/(1−w). Term j of (11) is c_j(−1)^j w^j (1−w)^(−α−1−j), so the coefficient of w^m is Σ_j c_j (−1)^j (α+1+j)_(m−j)/(m−j)!. Two rewritings finish the step: (α+1+j)_(m−j) = (α+1)_m/(α+1)_j, and (−1)^j m!/(m−j)! = (−m)_j. Then

J_m(s) = Γ(α+s+1) [(α+1)_m/m!] F_s,   (12)

F_s = Σ_(j=0..m) c_j(s) e_j,   e_j = (−m)_j/(α+1)_j,   (13)

that is,

F_s = 3F2(−m, −s, s+1; 1, α+1; 1).

The series ends at j = m because (−m)_j = 0 for j > m, whatever s is. For m = 0 it is 1, and for m = 1 it is 1 + (−1)(−s)(s+1)/(α+1), in agreement with (1) and (3).

The normalisation follows from s = 1, where (−1)_j = 0 for j ≥ 2 and F_1 = 1 + 2m/(α+1) = 2n/(α+1). So J_m(1) = (α+1)! [(α+1)_m/m!] 2n/(α+1) = 2n α!(α+1)_m/m! = 2n (n+l)!/m!. In the ratio (5) the factor (α+1)_m/m! cancels, and for real k > −2l−3

⟨r^k⟩ = (1/2n)(na/2Z)^k [Γ(2l+k+3)/(2l+1)!] 3F2(−(n−l−1), −k−1, k+2; 1, 2l+2; 1).   (14)

In the notation of (2), T_s = Γ(α+s+1)F_s/α! and ⟨r^(s−1)⟩ = (1/2n)(na/2Z)^(s−1) T_s for all states. At s = 0, T_0 = 1 and ⟨1/r⟩ = (1/2n)(2Z/na) = Z/(n²a). The mean potential energy −Z⟨1/r⟩ is then 2E, which is the virial theorem.

**Inversion.** Replacing s by −s−1 exchanges the two factors of c_j, so F_(−s−1) = F_s. The index −s−1 belongs to the power k = −s−2, and its gamma function is Γ(α−s) = Γ(2l+1−s). Dividing (14) at k = −s−2 by (14) at k = s−1 cancels F and gives the Pasternack inversion

⟨r^(−s−2)⟩ = (2Z/na)^(2s+1) [Γ(2l+1−s)/Γ(2l+2+s)] ⟨r^(s−1)⟩,   −2l−2 < s < 2l+1.   (15)

The power of 2Z/na is (s−1) − (−s−2) = 2s+1, and the range is the one in which both moments converge. For integer s from 0 to 2l the gamma ratio is (2l−s)!/(2l+s+1)!. At s = 0, (15) gives ⟨r^(−2)⟩ = (2Z/na)[1/(2l+1)] Z/(n²a) = Z²/[n³(l+½)a²]. The pole of Γ(2l+1−s) at s = 2l+1 is the divergence of ⟨r^(−2l−3)⟩ at the origin.

The numerical check tests (14) and (15) in exact rational arithmetic against the integrated squared Laguerre polynomial, for all l with n up to 7 and integer k from −2l−2 to 6. It tests (14) by quadrature at non-integer powers in three states, (7), (8) and (11) by summing the defining series at one non-integer s, and the coefficient identity behind (10) symbolically up to fifth order.

## 5. The discrete Chebyshev polynomial

Let Δf(x) = f(x+1) − f(x). For integer s ≥ 0 the discrete Chebyshev polynomial is defined by

t_s(x,N) = s! Δ^s [C(x,s) C(x−N,s)].   (16)

The bracket is a polynomial in x and N of degree 2s in x, each Δ lowers that degree by one, and so t_s is a polynomial of degree s in x for any value of N. Three facts about differences turn (16) into an explicit sum.

First, Pascal's rule gives ΔC(x,s) = C(x,s−1), so Δ^i C(x,s) = C(x,s−i) for i ≤ s and zero for i > s. At x = 0 this equals 1 for i = s and 0 otherwise.

Second, any polynomial f of degree s can be written Σ_j f_j C(x,j), because the C(x,j) have degrees 0 to s. Applying Δ^i at x = 0 and using the first fact gives f_i = Δ^i f(0). This is Newton's series.

Third, Δ(fg)(x) = Δf(x) g(x+1) + f(x) Δg(x), as adding and subtracting f(x)g(x+1) shows. The first operation differences f and shifts g, the second differences g, and the two commute. The binomial theorem then gives the discrete Leibniz rule Δ^p(fg)(x) = Σ_i C(p,i) Δ^i f(x) Δ^(p−i) g(x+i).

The Newton coefficient j of t_s is s! Δ^(s+j)[fg](0) with f = C(x,s) and g = C(x−N,s). Only i = s survives in the Leibniz sum, and Δ^j g at x = s is C(s−N, s−j). Hence

t_s(x,N) = s! Σ_(j=0..s) C(x,j) C(s+j,s) C(s−N, s−j).   (17)

Each factor is now written with rising factorials: C(x,j) = (−1)^j(−x)_j/j!, C(s+j,s) = (s+1)_j/j!, C(s−N,s−j) = (1−N+j)_(s−j)/(s−j)! (the product runs from j+1−N up to s−N), and s!/(s−j)! = (−1)^j(−s)_j. The two signs cancel:

t_s(x,N) = Σ_(j=0..s) c_j(s) (−x)_j (1−N+j)_(s−j).   (18)

Where (1−N)_s ≠ 0 one may write (1−N+j)_(s−j) = (1−N)_s/(1−N)_j, and

t_s(x,N) = (1−N)_s 3F2(−s, s+1, −x; 1, 1−N; 1).   (19)

With the Hahn polynomial defined as Q_s(x; μ, ν, M) = 3F2(−s, s+μ+ν+1, −x; μ+1, −M; 1), this is t_s = (1−N)_s Q_s(x; 0, 0, N−1). The first two cases of (18) are t_0 = 1 and t_1 = (1−N) + c_1(1)(−x) = 2x − N + 1, since c_1(1) = −2. The term j = s of (17) gives the leading coefficient C(2s,s).

Set x = m and N = −α. Then 1−N = α+1 > 0, the 3F2 in (19) is F_s term by term (both sums stop at the smaller of m and s), and (α+1)_s = Γ(α+s+1)/α!. So T_s = t_s(m,−α), or

⟨r^(s−1)⟩ = (1/2n)(na/2Z)^(s−1) t_s(n−l−1, −2l−1),   s = 0, 1, 2, …   (20)

Two qualifications belong to (20). The degree is s = k+1, so the polynomial reading covers integer k ≥ −1; integer powers from −2l−2 to −2 are reached through (15), and for non-integer powers (20) does not apply, since t_s needs an integer degree. At fixed m the sum F_s is still a polynomial, of degree m in s(s+1), for every real s, because each pair of factors in c_j is (i−s)(i+s+1) = i(i+1) − s(s+1). Also, N = −2l−1 is negative, so there is no lattice x = 0…N−1 and (20) by itself says nothing about orthogonality. Section 7 repairs this. Since C(x,s) is an integer for every integer x, (16) shows that T_s is an integer for integer s ≥ 0.

## 6. The recurrence in s and the Kramers recursion

The relation to be proved, for any real s, is

(s+1)(α+s+1)F_(s+1) − (2s+1)(2m+α+1)F_s + s(α−s)F_(s−1) = 0.   (21)

The factor m must first be absorbed in the e_j of (13). From (−m)_(j+1) = (−m)_j (j−m) we have m(−m)_j = j(−m)_j − (−m)_(j+1). Dividing by (α+1)_j and using (α+1)_(j+1) = (α+1)_j(α+1+j),

m e_j = j e_j − (α+1+j) e_(j+1).

Therefore (2m+α+1)F_s = Σ_j c_j[(2j+α+1)e_j − 2(α+1+j)e_(j+1)]. Shifting j → j−1 in the second part, with c_(−1) = 0 and e_(m+1) = 0,

(2m+α+1)F_s = Σ_j e_j [(2j+α+1)c_j(s) − 2(α+j)c_(j−1)(s)].

The left side of (21) is thus Σ_j e_j B_j with

B_j = (s+1)(α+s+1)c_j(s+1) + s(α−s)c_j(s−1) − (2s+1)[(2j+α+1)c_j(s) − 2(α+j)c_(j−1)(s)],

and each B_j vanishes. For j = 0 all c_0 equal 1, and B_0 = α(2s+1) + (s+1)² − s² − (2s+1)(α+1) = 0 because (s+1)² − s² = 2s+1. For j ≥ 1 let g = (−s)_(j−1)(s+1)_(j−1)/(j!)², so that c_(j−1)(s) = j² g. The other three coefficients follow without any division.

For c_j(s), the last factors of the two rising factorials are (j−1−s) and (s+j), so c_j(s) = (j−1−s)(s+j) g.

For c_j(s+1), use (−s−1)_j = −(s+1)(−s)_(j−1) and (s+1)(s+2)_j = (s+1)_(j−1)(s+j)(s+j+1). Then c_j(s+1) = −(s+j)(s+j+1) g.

For c_j(s−1), use (s)_j = s(s+1)_(j−1) and s(1−s)_j = −(−s)_(j+1) = −(−s)_(j−1)(j−1−s)(j−s). Then c_j(s−1) = −(j−s)(j−s−1) g.

Abbreviate σ = s(s+1) and τ = 2s+1. The three quadratics are

(s+j)(s+j+1) = j² + τj + σ,   (j−s)(j−s−1) = j² − τj + σ,   (j−1−s)(j+s) = j² − j − σ.

B_j/g is linear in α. The coefficient of α is

−(s+1)(j² + τj + σ) − s(j² − τj + σ) − τ(j² − j − σ − 2j²)
 = (−τj² − τj − τσ) + (τj² + τj + τσ) = 0.

The part free of α is

−(s+1)²(j² + τj + σ) + s²(j² − τj + σ) − τ[(2j+1)(j² − j − σ) − 2j³].

The first two terms give −τj² − τ(2σ+1)j − τσ, using (s+1)² − s² = τ and (s+1)² + s² = 2σ+1. The square bracket is 2j³ − 2j² − 2σj + j² − j − σ − 2j³ = −j² − (2σ+1)j − σ, and −τ times it cancels the first two terms. This proves (21).

Multiply (21) by Γ(α+s+1)/α!. In the first term (α+s+1)Γ(α+s+1) = Γ(α+s+2) completes T_(s+1). In the last term Γ(α+s+1) = (α+s)Γ(α+s) completes T_(s−1) and leaves (α−s)(α+s). With 2m+α+1 = 2n,

(s+1)T_(s+1) − 2n(2s+1)T_s + s(α² − s²)T_(s−1) = 0.   (22)

T_(s−1) is a convergent moment only if α+s > 0. Insert T_s = 2n(2Z/na)^(s−1)⟨r^(s−1)⟩ and divide by 2n(2Z/na)^s n². The middle term acquires 2n(na/2Z)/n² = a/Z, and the last term acquires (na/2Z)²/n² = a²/(4Z²):

(s+1)⟨r^s⟩/n² − (2s+1)(a/Z)⟨r^(s−1)⟩ + (s/4)[(2l+1)² − s²](a/Z)²⟨r^(s−2)⟩ = 0,   s > −2l−1.   (23)

This is the Kramers recursion, valid for real s in the stated range.

For integer s ≥ 1, (22) says that the expression (s+1)t_(s+1) − (2s+1)(2x−N+1)t_s + s(N²−s²)t_(s−1) vanishes at x = m, N = −α, where 2x−N+1 = 2m+α+1. The expression is a polynomial in x and N, and it vanishes for all x = 0, 1, 2, … and all N = −1, −3, −5, …. For each such N it has infinitely many zeros in x, so its coefficients in x vanish there; these coefficients are polynomials in N with infinitely many zeros. The expression is therefore identically zero:

(s+1)t_(s+1) = (2s+1)(2x−N+1)t_s − s(N²−s²)t_(s−1).   (24)

The Kramers recursion at positive integer s is the three-term recurrence (24) of the discrete Chebyshev polynomials in their degree. With y = 2x−N+1, which is 2n for the atom, (24) gives in turn

t_2 = [3y·y − (N²−1)]/2 = (3y² − N² + 1)/2,
t_3 = [5y t_2 − 2(N²−4)y]/3 = y(15y² − 9N² + 21)/6 = y(5y² − 3N² + 7)/2,
t_4 = [7y t_3 − 3(N²−9)t_2]/4 = (35y⁴ − 30N²y² + 3N⁴ + 130y² − 30N² + 27)/8.

In t_4 the N²y² terms are −21 − 9, the y² terms 49 + 81 and the N² terms −3 − 27. With N² = 4l(l+1)+1, (20) yields ⟨r⟩ = (a/4Z)t_2 = (a/2Z)[3n² − l(l+1)] and ⟨r²⟩ = (n a²/8Z²)t_3 = (n²a²/2Z²)[5n² + 1 − 3l(l+1)].

The coefficient of the lowest moment in (23) vanishes at s = 0. There (23) reduces to ⟨1/r⟩ = Z/(n²a) and gives no access to ⟨r^(−2)⟩. At s = −1 the coefficient of the highest moment vanishes, and (a/Z)⟨r^(−2)⟩ − ¼[(2l+1)²−1](a/Z)²⟨r^(−3)⟩ = 0 gives ⟨r^(−3)⟩ = (Z/a)⟨r^(−2)⟩/[l(l+1)] for l ≥ 1. The integer moments therefore form two separate chains, k ≥ −1 and k ≤ −2, and the inversion (15) maps the finite lower chain, k = −2l−2…−2, onto the members k = −1…2l−1 of the upper one. A downward step also fails at s = 2l+1, where the bracket vanishes and only two moments are linked.

The program tests (23) exactly for integer s from −2l to 6 and by quadrature for three non-integer s. It tests B_j = 0 and the three expressions in g symbolically up to j = 5, and it tests (18) and (24) as polynomial identities in x and N against the definition (16) up to degree 5.

This part has derived the radial moments as a terminating 3F2, identified them for integer k ≥ −1 with discrete Chebyshev polynomials, and proved the Pasternack inversion and the Kramers recursion. There remain the edge of the recursion's range, the orthogonality on the lattice, the classical limit, the notes for implementation and the worked example of the sodium 10g state.
